# Exciton migration on random dopants: finite-size bias and sampling error: a program that tests the result

```python
"""Exciton migration and concentration quenching on random dopant sites.
Result under test: a periodic box of V lattice sites with exactly x*V dopants has
the yield bias  b = -(1-x)*(eta' + x*eta''/2)/(V-1)  relative to independent
occupation, while K boxes with M walks each have the sampling variance
[Var(eta_c) + <eta_c(1-eta_c)>/M]/K.  Wrap-around bias is below an exit probability.
Symbols: x dopant fraction, eta emission yield, eta_c yield of one box, u yield
from one site, kappa ratio of cross-relaxation rate to hop rate.
Lengths are in lattice spacings and rates in inverse isolated-ion lifetimes,
unless a unit is given in the name."""
from itertools import product
import numpy as np
import scipy.sparse as sp
from scipy.constants import k as k_boltzmann, e as e_charge
from scipy.special import comb
from scipy.stats import hypergeom

rng = np.random.default_rng(20417)
spacing_nm, hop_radius_nm, cross_radius_nm = 0.40, 1.0, 0.5
lifetime_us, x, temperature_K = 200.0, 0.04, 300.0
cutoff = 4.5
hop_strength = (hop_radius_nm / spacing_nm) ** 6
kappa = (cross_radius_nm / hop_radius_nm) ** 6


def dopant_pairs(occupied, reach):
    """Coordinates (box, x, y, z) and all pairs within reach, periodic boxes."""
    edge = occupied.shape[1]
    coords = np.argwhere(occupied)
    label = np.full(occupied.size, -1, dtype=np.int64)
    label[occupied.ravel()] = np.arange(len(coords))
    m = int(reach)
    assert 2 * m + 1 <= edge
    shifts = range(-m, m + 1)
    px = {d: coords[:, 0] * edge**3 + (coords[:, 1] + d) % edge * edge**2
          for d in shifts}
    py = {d: (coords[:, 2] + d) % edge * edge for d in shifts}
    pz = {d: (coords[:, 3] + d) % edge for d in shifts}
    first, second, dist2 = [], [], []
    for d in product(shifts, repeat=3):
        r2 = d[0]**2 + d[1]**2 + d[2]**2
        if d > (0, 0, 0) and r2 <= reach**2:
            other = label[px[d[0]] + py[d[1]] + pz[d[2]]]
            hit = np.flatnonzero(other >= 0)
            first.append(hit)
            second.append(other[hit])
            dist2.append(np.full(len(hit), float(r2)))
    return coords, np.concatenate(first), np.concatenate(second), np.concatenate(dist2)


def symmetric_matrix(n, i, j, w):
    return sp.csr_matrix((np.r_[w, w], (np.r_[i, j], np.r_[j, i])), shape=(n, n))


def row_sums(matrix):
    return np.asarray(matrix.sum(axis=1)).ravel()


def site_yields(rates, quench, weight=None):
    """Conjugate gradients for the yield from each site; weight = Boltzmann factor."""
    rhs = np.ones(len(quench)) if weight is None else weight
    diagonal = rhs * (1 + quench) + row_sums(rates)
    u = rhs / diagonal
    residual = rhs - diagonal * u + rates @ u
    z = residual / diagonal
    direction, rz = z.copy(), residual @ z
    for _ in range(1000):
        if np.linalg.norm(residual) < 1e-9 * np.linalg.norm(rhs):
            return u
        image = diagonal * direction - rates @ direction
        step = rz / (direction @ image)
        u += step * direction
        residual -= step * image
        z = residual / diagonal
        rz_new = residual @ z
        direction = z + rz_new / rz * direction
        rz = rz_new
    raise RuntimeError("conjugate gradients did not converge")


def solve_boxes(occupied):
    coords, i, j, r2 = dopant_pairs(occupied, cutoff)
    rates = symmetric_matrix(len(coords), i, j, hop_strength / r2**3)
    quench = kappa * row_sums(rates)
    u = site_yields(rates, quench)
    boxes = len(occupied)
    sums = np.bincount(coords[:, 0], u, minlength=boxes)
    counts = np.bincount(coords[:, 0], minlength=boxes)
    return coords, rates, quench, u, sums, counts


def independent_estimate(sums, counts, mean_count):
    """Yield for independent occupation; known mean count is a control variate."""
    y, c = sums / mean_count, counts - mean_count
    slope = np.cov(y, c)[0, 1] / np.var(c, ddof=1)
    adjusted = y - slope * c
    return adjusted.mean(), sem(adjusted), adjusted


def sem(values):
    return np.std(values, ddof=1) / np.sqrt(len(values))


def fixed_number(fields, number):
    limit = np.partition(fields, number - 1, axis=1)[:, number - 1:number]
    return fields <= limit


def walks(coords, edge, rates, quench, starts):
    """Kinetic Monte Carlo: emission flag, residence time, largest reach, hops."""
    cumulative = np.concatenate([[0.0], np.cumsum(rates.data)])
    ptr = rates.indptr
    total = 1 + quench + cumulative[ptr[1:]] - cumulative[ptr[:-1]]
    n = len(starts)
    site, active = starts.copy(), np.arange(n)
    emitted, time = np.zeros(n, bool), np.zeros(n)
    shift, reach = np.zeros((n, 3), int), np.zeros(n, int)
    hops = np.zeros(n, int)
    while len(active):
        s = site[active]
        time[active] += rng.exponential(size=len(s)) / total[s]
        pick = rng.random(len(s)) * total[s]
        emitted[active[pick < 1]] = True
        go = pick >= 1 + quench[s]
        active, s, pick = active[go], s[go], pick[go]
        target = cumulative[ptr[s]] + pick - 1 - quench[s]
        link = np.searchsorted(cumulative, target, side="right") - 1
        link = np.clip(link, ptr[s], ptr[s + 1] - 1)
        new = rates.indices[link]
        move = coords[new, 1:] - coords[s, 1:]
        shift[active] += (move + edge // 2) % edge - edge // 2
        reach[active] = np.maximum(reach[active], np.abs(shift[active]).max(axis=1))
        hops[active] += 1
        site[active] = new
    return emitted, time, reach, hops


# Bias law against exact hypergeometric averages: static nearest-neighbour quenching.
neighbours = np.arange(7)
static_yield = 1 / (1 + kappa * hop_strength * neighbours)
poly = sum(static_yield[n] * comb(6, n) * np.polynomial.Polynomial([0, 1])**int(n)
           * np.polynomial.Polynomial([1, -1])**int(6 - n) for n in neighbours)
law_error, static_bias = [], []
for volume in (1000, 2000):
    others = int(round(x * volume)) - 1
    exact = hypergeom.pmf(neighbours, volume - 1, others, 6) @ static_yield
    law = -(1 - x) * (poly.deriv()(x) + x * poly.deriv(2)(x) / 2) / (volume - 1)
    static_bias.append(exact - poly(x))
    law_error.append(exact - poly(x) - law)
assert abs(law_error[0]) < 0.05 * abs(static_bias[0])
assert 3.5 < law_error[0] / law_error[1] < 4.5


# Coupling argument by enumeration of all occupations of two rings.
def ring(length, inner_reach, fraction=0.3):
    bits = (np.arange(2**(length - 1))[:, None] >> np.arange(length - 1)) & 1
    occ = np.c_[np.ones(len(bits)), bits]
    prob = np.where(bits == 1, fraction, 1 - fraction).prod(axis=1)
    idx = np.arange(length)
    d = np.abs(np.subtract.outer(idx, idx))
    d = np.minimum(d, length - d)
    rate = np.where((d > 0) & (d <= 2), 20.0 / np.maximum(d, 1)**6.0, 0.0)
    hop = rate * occ[:, :, None] * occ[:, None, :]
    a = -hop
    a[:, idx, idx] += 1 + (1 + kappa) * hop.sum(axis=2)
    full = np.linalg.solve(a, np.ones((len(occ), length, 1)))[:, 0, 0]
    away = np.minimum(idx, length - idx)
    inside, outside = np.flatnonzero(away <= inner_reach), np.flatnonzero(away > inner_reach)
    a_in = a[:, inside][:, :, inside]
    leave = -a[:, inside][:, :, outside].sum(axis=2)[..., None]
    before = np.linalg.solve(a_in, np.ones((len(occ), len(inside), 1)))[:, 0, 0]
    leaving = np.linalg.solve(a_in, leave)[:, 0, 0]
    return prob @ full, prob @ before, prob @ leaving


ring9, ring13 = ring(9, 2), ring(13, 2)
assert abs(ring9[1] - ring13[1]) < 1e-11 and abs(ring9[2] - ring13[2]) < 1e-11
assert abs(ring9[0] - ring13[0]) <= ring9[2]
for value in (ring9, ring13):
    assert value[1] <= value[0] <= value[1] + value[2]

# Boxes of edge 10: fixed number and independent occupation from the same random field.
K10, V10, N10 = 3000, 1000, 40
fields = rng.random((K10, V10))
coords10, rates10, quench10, u10, sums10, _ = solve_boxes(
    fixed_number(fields, N10).reshape(K10, 10, 10, 10))
eta_fixed = sums10 / N10
ind = solve_boxes((fields < x).reshape(K10, 10, 10, 10))
eta_ind, eta_ind_se, adjusted = independent_estimate(ind[4], ind[5], x * V10)
bias_measured, bias_se = (eta_fixed - adjusted).mean(), sem(eta_fixed - adjusted)
del ind

# Slope and curvature of the quenching curve; an isolated dopant has yield one.
curve = {x: eta_ind}
for fraction in (0.02, 0.06):
    res = solve_boxes(rng.random((2000, 10, 10, 10)) < fraction)
    curve[fraction] = independent_estimate(res[4], res[5], fraction * V10)[0]
xs = np.array(sorted(curve))
c3, c2, c1 = np.polyfit(xs, [(1 / curve[f] - 1) / f for f in xs], 2)
inv = 1 + c1 * x + c2 * x**2 + c3 * x**3
inv1, inv2 = c1 + 2 * c2 * x + 3 * c3 * x**2, 2 * c2 + 6 * c3 * x
slope, curvature = -inv1 / inv**2, 2 * inv1**2 / inv**3 - inv2 / inv**2


def composition_bias(volume):
    return -(1 - x) * (slope + x * curvature / 2) / (volume - 1)


b10, b20 = composition_bias(V10), composition_bias(8000)
assert bias_measured > 3 * bias_se
# the allowance of 15 percent covers the next order in 1/V at only 40 dopants
assert abs(bias_measured - b10) < 4 * bias_se + 0.15 * abs(b10)

# Diagonalization and Monte Carlo on the first thousand fixed-number boxes.
KW, MW = 1000, 50
nw = KW * N10
sub = rates10[:nw, :nw].tocsr()
entries = sub.tocoo()
dense = np.zeros((KW, N10, N10))
dense[entries.row // N10, entries.row % N10, entries.col % N10] = -entries.data
diag = np.arange(N10)
dense[:, diag, diag] = (1 + quench10[:nw] + row_sums(sub)).reshape(KW, N10)
decay, modes = np.linalg.eigh(dense)
overlap = modes.sum(axis=1)**2 / N10
assert np.max(np.abs((overlap / decay).sum(axis=1) - eta_fixed[:KW])) < 1e-6
scaled = dense / np.sqrt(dense[:, diag, diag][:, :, None] * dense[:, diag, diag][:, None, :])
spectrum = np.linalg.eigvalsh(scaled)
assert spectrum.min() > kappa / (1 + kappa) - 1e-10 and spectrum.max() < 2
t_test = 0.5
survival = (overlap * np.exp(-decay * t_test)).sum(axis=1).mean()
starts = np.repeat(np.arange(KW) * N10, MW) + rng.integers(0, N10, KW * MW)
emitted, time, _, hops = walks(coords10[:nw], 10, sub, quench10[:nw], starts)
eta_same = eta_fixed[:KW].mean()
within_same = (eta_fixed[:KW] * (1 - eta_fixed[:KW])).mean()
walk_se = np.sqrt(within_same / (KW * MW))
assert abs(emitted.mean() - eta_same) < 4 * walk_se
survival_mc = (time > t_test).mean()
assert abs(survival_mc - survival) < 4 * np.sqrt(survival * (1 - survival) / len(time))
assert abs(time.mean() - eta_same) < 4 * sem(time)
var_emit = eta_same * (1 - eta_same)
var_time = 2 * (u10[:nw]**2).mean() - eta_same**2
assert abs(time.var() / var_time - 1) < 0.08
var_boxes_mc = emitted.reshape(KW, MW).mean(axis=1).var(ddof=1)
var_boxes_law = eta_fixed[:KW].var(ddof=1) + within_same / MW
assert abs(var_boxes_mc / var_boxes_law - 1) < 0.2

# Boxes of edge 20 with fixed number: variance falls as one over the volume.
K20, N20 = 400, 320
occ20 = fixed_number(rng.random((K20, 8000)), N20).reshape(K20, 20, 20, 20)
eta20 = solve_boxes(occ20)[4] / N20
var10, var20 = eta_fixed.var(ddof=1), eta20.var(ddof=1)
assert abs(8 * var20 / var10 - 1) < 0.3

# Boxes of edge 30, independent occupation: reference yield and exit probabilities.
K30 = 50
coords30, rates30, quench30, u30, sums30, counts30 = solve_boxes(
    rng.random((K30, 30, 30, 30)) < x)
eta30, eta30_se, _ = independent_estimate(sums30, counts30, x * 27000)
emit30, _, reach30, _ = walks(coords30, 30, rates30, quench30, np.arange(len(u30)))
assert abs(emit30.mean() - u30.mean()) < 4 * np.sqrt((u30 * (1 - u30)).sum()) / len(u30)
exit20, exit30 = (reach30 >= 6).mean(), (reach30 >= 11).mean()
gap = eta20.mean() - b20 - eta30
assert abs(gap) < exit20 + exit30 + 4 * np.hypot(sem(eta20), eta30_se)

# Balance of the two errors and best number of walks per box.
within10 = (eta_fixed * (1 - eta_fixed)).mean()
within20 = (eta20 * (1 - eta20)).mean()
setup_cost = 100.0
best_m = np.sqrt(setup_cost * within10 / var10)
trial = np.arange(1, 20001)
scan = trial[np.argmin((var10 + within10 / trial) * (setup_cost + trial))]
assert abs(scan - best_m) <= 1

# Size of neglected effects, on the same hundred boxes of edge 20.
few = occ20[:100]
coords, i, j, r2 = dopant_pairs(few, cutoff)
n = len(coords)
w = hop_strength / r2**3
S = symmetric_matrix(n, i, j, w)
q = kappa * row_sums(S)
base = site_yields(S, q)


def change(new):
    difference = (new - base).reshape(100, N20).mean(axis=1)
    return difference.mean(), sem(difference)


width_meV = 1.0
kT_meV = 1000 * k_boltzmann * temperature_K / e_charge
energy = rng.normal(0, width_meV, n) / kT_meV
S_energy = symmetric_matrix(n, i, j, w * np.exp(-(energy[i] + energy[j]) / 2))
effect_energy = change(site_yields(S_energy, q, np.exp(-energy)))
S_quad = symmetric_matrix(n, i, j, w * (1 + 1 / r2))
effect_quad = change(site_yields(S_quad, kappa * row_sums(S_quad)))
killer_fraction = 1e-4
extra = np.zeros(n)
for spot in np.argwhere((rng.random(few.shape) < killer_fraction) & ~few):
    members = np.flatnonzero(coords[:, 0] == spot[0])
    d = (coords[members, 1:] - spot[1:] + 10) % 20 - 10
    d2 = (d**2).sum(axis=1)
    extra[members] += np.where(d2 <= cutoff**2, hop_strength / d2**3.0, 0.0)
effect_killer = change(site_yields(S, q + extra))
long_cutoff = 9.5
_, i, j, r2 = dopant_pairs(few, long_cutoff)
S_long = symmetric_matrix(n, i, j, hop_strength / r2**3)
effect_tail = change(site_yields(S_long, kappa * row_sums(S_long)))

cm6_per_s = 1e-42 / (lifetime_us * 1e-6)
print(f"lattice spacing {spacing_nm:.2f} nm, dopant fraction {100*x:.0f} %")
print(f"dopant density {x/(spacing_nm*1e-7)**3:.3e} cm^-3")
print(f"isolated-ion lifetime {lifetime_us:.0f} us, temperature {temperature_K:.0f} K")
print(f"hop radius {hop_radius_nm:.2f} nm, cross-relaxation radius {cross_radius_nm:.2f} nm")
print(f"hop constant {hop_radius_nm**6*cm6_per_s:.2e} cm^6/s")
print(f"cross-relaxation constant {cross_radius_nm**6*cm6_per_s:.2e} cm^6/s")
print(f"rate cutoff {cutoff*spacing_nm:.2f} nm, kappa {kappa:.6f}")
print(f"nearest-neighbour hop rate {hop_strength:.1f} per lifetime")
print(f"nearest-neighbour cross relaxation {kappa*hop_strength:.3f} per lifetime")
print(f"static test: exact bias {static_bias[0]:.6f}, law error {law_error[0]:.2e} (V=1000)")
print(f"static test: law-error ratio V=1000 to V=2000: {law_error[0]/law_error[1]:.3f}")
print(f"rings of 9 and 13: yields {ring9[0]:.6f} {ring13[0]:.6f}")
print(f"rings: yield before exit {ring9[1]:.6f}, exit probability {ring9[2]:.6f}")
for f in xs:
    print(f"yield at dopant fraction {100*f:.0f} %, edge 10, independent: {curve[f]:.4f}")
print(f"standard error of the yield at 4 %: {eta_ind_se:.5f}")
print(f"slope eta' {slope:.3f}, curvature eta'' {curvature:.1f}")
print(f"edge 10, fixed number 40, {K10} boxes: yield {eta_fixed.mean():.4f} +- {sem(eta_fixed):.4f}")
print(f"composition bias edge 10: measured {bias_measured:.5f} +- {bias_se:.5f}")
print(f"composition bias from law: edge 10 {b10:.5f}, edge 20 {b20:.6f}")
print(f"edge 20, fixed number 320, {K20} boxes: yield {eta20.mean():.4f} +- {sem(eta20):.4f}")
print(f"edge 30, independent, {K30} boxes: yield {eta30:.4f} +- {eta30_se:.4f}")
print(f"mean residence time, edge 30: {eta30*lifetime_us:.1f} us")
print(f"edge 10 minus edge 30, independent: {eta_ind-eta30:.4f} +- {np.hypot(eta_ind_se, eta30_se):.4f}")
print(f"exit probability: edge 20 {exit20:.5f}, edge 30 {exit30:.6f} ({len(u30)} walks)")
print(f"scaled spectrum: {spectrum.min():.4f} to {spectrum.max():.4f}, lower bound {kappa/(1+kappa):.4f}")
print(f"same {KW} boxes: master equation {eta_same:.4f}, Monte Carlo {emitted.mean():.4f} +- {walk_se:.4f}")
print(f"survival at {t_test*lifetime_us:.0f} us: diagonalization {survival:.4f}, Monte Carlo {survival_mc:.4f}")
print(f"mean hops per walk {hops.mean():.1f}, largest {hops.max()}")
print(f"one-walk variance: emission {var_emit:.4f}, residence time {var_time:.4f}")
print(f"residence-time variance from walks {time.var():.4f}")
print(f"between-box variance, {MW} walks each: walks {var_boxes_mc:.5f}, law {var_boxes_law:.5f}")
print(f"Var(eta_c): edge 10 {var10:.6f}, edge 20 {var20:.7f}, ratio {var10/var20:.2f}")
print(f"mean eta_c(1-eta_c): edge 10 {within10:.4f}, edge 20 {within20:.4f}")
for edge, var, within, b in ((10, var10, within10, b10), (20, var20, within20, b20)):
    print(f"edge {edge}: boxes where sampling error = bias: master equation {var/b**2:.0f}, "
          f"one walk per box {(var+within)/b**2:.0f}")
print(f"best walks per box at setup cost {setup_cost:.0f} walks: {best_m:.1f}, scan {scan}")
print(f"yield of the 100 boxes used for neglected effects: {base.mean():.4f}")
print(f"yield change, cutoff {long_cutoff*spacing_nm:.1f} nm: {effect_tail[0]:.5f} +- {effect_tail[1]:.5f}")
print(f"yield change, site-energy width {width_meV:.1f} meV (kT {kT_meV:.2f} meV): "
      f"{effect_energy[0]:.6f} +- {effect_energy[1]:.6f}")
print(f"yield change, quadrupole equal to dipole at contact: {effect_quad[0]:.4f} +- {effect_quad[1]:.4f}")
print(f"yield change, killers at {1e6*killer_fraction:.0f} ppm: {effect_killer[0]:.4f} +- {effect_killer[1]:.4f}")
print("done: every assertion held")
```

Running it gives:

```
lattice spacing 0.40 nm, dopant fraction 4 %
dopant density 6.250e+20 cm^-3
isolated-ion lifetime 200 us, temperature 300 K
hop radius 1.00 nm, cross-relaxation radius 0.50 nm
hop constant 5.00e-39 cm^6/s
cross-relaxation constant 7.81e-41 cm^6/s
rate cutoff 1.80 nm, kappa 0.015625
nearest-neighbour hop rate 244.1 per lifetime
nearest-neighbour cross relaxation 3.815 per lifetime
static test: exact bias 0.003484, law error 1.40e-05 (V=1000)
static test: law-error ratio V=1000 to V=2000: 4.013
rings of 9 and 13: yields 0.860423 0.860420
rings: yield before exit 0.805964, exit probability 0.072851
yield at dopant fraction 2 %, edge 10, independent: 0.7385
yield at dopant fraction 4 %, edge 10, independent: 0.5288
yield at dopant fraction 6 %, edge 10, independent: 0.3988
standard error of the yield at 4 %: 0.00139
slope eta' -8.305, curvature eta'' 205.4
edge 10, fixed number 40, 3000 boxes: yield 0.5334 +- 0.0014
composition bias edge 10: measured 0.00458 +- 0.00069
composition bias from law: edge 10 0.00403, edge 20 0.000504
edge 20, fixed number 320, 400 boxes: yield 0.5310 +- 0.0013
edge 30, independent, 50 boxes: yield 0.5301 +- 0.0018
mean residence time, edge 30: 106.0 us
edge 10 minus edge 30, independent: -0.0013 +- 0.0023
exit probability: edge 20 0.17478, edge 30 0.015489 (54040 walks)
scaled spectrum: 0.0184 to 1.9798, lower bound 0.0154
same 1000 boxes: master equation 0.5327, Monte Carlo 0.5334 +- 0.0022
survival at 100 us: diagonalization 0.3772, Monte Carlo 0.3795
mean hops per walk 29.8, largest 371
one-walk variance: emission 0.2489, residence time 0.3272
residence-time variance from walks 0.3274
between-box variance, 50 walks each: walks 0.01004, law 0.01066
Var(eta_c): edge 10 0.005920, edge 20 0.0006279, ratio 9.43
mean eta_c(1-eta_c): edge 10 0.2430, edge 20 0.2484
edge 10: boxes where sampling error = bias: master equation 364, one walk per box 15293
edge 20: boxes where sampling error = bias: master equation 2474, one walk per box 981067
best walks per box at setup cost 100 walks: 64.1, scan 64
yield of the 100 boxes used for neglected effects: 0.5295
yield change, cutoff 3.8 nm: -0.00879 +- 0.00008
yield change, site-energy width 1.0 meV (kT 25.85 meV): -0.000022 +- 0.000043
yield change, quadrupole equal to dipole at contact: -0.0987 +- 0.0003
yield change, killers at 100 ppm: -0.0071 +- 0.0009
done: every assertion held
```
